# Why a band gap breaks velocity-proportional electronic stopping for slow ions: a numerical check

```python
"""Electronic stopping of slow ions: gapless electron gas versus insulator.

Result under test: bound electrons of density n and level spacing Eg give
  S = 4 pi n A^2 L/(m v^2),  A = e^2/(4 pi eps0),  x = Eg/(2 m v^2),
  L = [E1(x) + sum_{k>=2} Q(k-1, k^2 x)/(k-1)]/2   (projectile charge e),
which is exponentially small for slow ions, while a Fermi gas gives S ~ v.
E1: exponential integral; Q: regularized upper incomplete gamma function;
m: electron mass; v: ion speed; S: energy loss per path length.
Free electron-hole pairs have a threshold sqrt(2 Eg/(me+mh)); a crystal,
which conserves momentum modulo reciprocal vectors, has no such threshold.
"""
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.special import exp1, gammaincc, erf, eval_hermite
from scipy.optimize import brentq

hbar, m, e = const.hbar, const.m_e, const.e
M, eps0, pi = const.m_p, const.epsilon_0, np.pi
A = e**2 / (4 * pi * eps0)
nm, eV = 1e-9, const.e


def gauss(a, b, n):
    y, w = np.polynomial.legendre.leggauss(n)
    return (a + b) / 2 + (b - a) / 2 * y, (b - a) / 2 * w


def stopping_number(x):
    k = np.arange(2, int(4 / x) + 60)
    return 0.5 * (exp1(x) + np.sum(gammaincc(k - 1, k**2 * x) / (k - 1)))


def insulator_stopping(v, gap, n):
    return 4*pi*n*A**2/(m*v**2) * stopping_number(gap/(2*m*v**2))


def speed(energy):
    return np.sqrt(2 * energy / M)


# Example parameters: rough lithium-fluoride-like values
gap = 14 * eV
cell = 0.40 * nm
density = 4 * 6 / cell**3
mass_e, mass_h = 1.0, 3.0
energies = np.array([250, 500, 1000, 2000, 5000]) * eV

# Minimum momentum transfer, found by scanning final ion directions
E_slow = energies[0]
k_in = M * speed(E_slow) / hbar
k_out = k_in * np.sqrt(1 - gap / E_slow)
angle = np.linspace(0, pi, 2001)
q_scan = np.min(np.hypot(k_in - k_out*np.cos(angle), k_out*np.sin(angle)))
q_simple = gap / (hbar * speed(E_slow))
assert abs(q_scan / (q_simple*(1 + gap/(4*E_slow))) - 1) < 1e-3

# Metal: linear law against drag from a displaced Fermi sphere
kF = (3 * pi**2 * density)**(1/3)
vF = hbar * kF / m
ks2 = e**2 * m * kF / (pi**2 * eps0 * hbar**2)
ratio = 4 * kF**2 / ks2
log_factor = 0.5 * (np.log(1 + ratio) - ratio / (1 + ratio))
friction = m**2/(12*pi**3*hbar**3) * (e**2/eps0)**2 * log_factor


def metal_drag(v):
    k, wk = gauss(0, kF, 80)
    mu, wm = gauss(-1, 1, 80)
    w = hbar * k[:, None] / m
    u = np.sqrt(v**2 + w**2 - 2*v*w*mu)
    c, wc = gauss(-1, 1, 60)
    q2 = 2 * (m*u[..., None]/hbar)**2 * (1 - c)
    born = (2*m*A/hbar**2)**2 / (q2 + ks2)**2
    transport = 2 * pi * np.sum(wc * (1 - c) * born, axis=-1)
    force = m * u * (v - w*mu) * transport
    return np.sum(wk[:, None]*wm*k[:, None]**2*force) / (2*pi**2)


assert abs(metal_drag(0.03*vF) / (friction*0.03*vF) - 1) < 0.01

# Free pairs (hbar = Eg = 1, masses 1 and 3): sample resonant pairs
rng = np.random.default_rng(4)
low = np.array([-1.2, -1.2, -0.4, -2.1, -2.1, 0.3])
high = np.array([1.2, 1.2, 2.2, 2.1, 2.1, 4.8])
pairs = low + (high - low) * rng.random((2000000, 6))
pair_energy = (1 + np.sum(pairs[:, :3]**2, axis=1)/2
               + np.sum(pairs[:, 3:]**2, axis=1)/6)
pair_kz = pairs[:, 2] + pairs[:, 5]


def sampled_pair_stopping(v):
    resonant = np.abs(pair_energy - pair_kz*v) < 0.03
    return np.sum(pair_energy[resonant]) / v


v2a, v2b, v2th = 0.65, 0.80, 2 / (1 + 3)
pair_ratio = (sampled_pair_stopping(np.sqrt(v2b))
              / sampled_pair_stopping(np.sqrt(v2a)))
pair_law = np.sqrt(v2b/v2a) * ((v2b - v2th)/(v2a - v2th))**2
assert abs(pair_ratio / pair_law - 1) < 0.07  # sampling noise
assert sampled_pair_stopping(np.sqrt(0.45)) == 0
v_pair = np.sqrt(2 * gap / ((mass_e + mass_h) * m))

# Cosine crystal: umklapp transitions at the band edge
G = 2 * pi / cell
E_G = hbar**2 * G**2 / (2*m) / eV


def bloch(kappa, U):
    j = np.arange(-16, 16)
    H = np.diag(E_G * (kappa + j)**2)
    H -= U/2 * (np.eye(32, k=1) + np.eye(32, k=-1))
    return np.linalg.eigh(H)


def edge_gap(U):
    levels = bloch(0.5, U)[0]
    return levels[1] - levels[0]


U = brentq(lambda u: edge_gap(u) - gap/eV, 0.5, 80)
bands = np.array([bloch(k, U)[0][:2] for k in np.linspace(0, 1, 41)])
assert abs(bands[:, 1].min() - bands[:, 0].max() - gap/eV) < 1e-6
vectors = bloch(0.5, U)[1]
orders = np.array([1, 2, 3, 6])
umklapp = np.array([np.sum(vectors[N:, 1]*vectors[:-N, 0])**2
                    for N in orders])
points = 600
y = 2 * pi * np.arange(points) / points
t = E_G / (2*pi/points)**2
H = np.diag(2*t - U*np.cos(y))
H -= t * (np.eye(points, k=1) + np.eye(points, k=-1))
H[0, -1] = H[-1, 0] = t  # Bloch function changes sign across one cell
real_states = np.linalg.eigh(H)[1]
for N, strength in zip(orders, umklapp):
    direct = abs(np.sum(real_states[:, 0] * real_states[:, 1]
                        * np.exp(1j*N*y)))**2
    assert direct > 0 and abs(direct/strength - 1) < 0.02
assert np.all(np.diff(umklapp[1:]) < 0)
v_umklapp = gap / (hbar * orders * G)

# Time-dependent Schroedinger test, oscillator units hbar = m = omega = 1
grid = np.linspace(-8, 8, 128, endpoint=False)
dx = grid[1] - grid[0]
wave_k = 2 * pi * np.fft.fftfreq(128, dx)
ground = pi**-0.25 * np.exp(-grid**2/2)
first = np.sqrt(2) * grid * ground
height, width, dt = 5e-4, 0.5, 0.02
for v in (0.5, 0.3):
    psi = ground.astype(complex)
    kinetic = np.exp(-0.5j * wave_k**2 * dt)
    for step in range(int(round(20 / (v*dt)))):
        R = -10 + v * (step + 0.5) * dt
        pot = grid**2/2 + height*np.exp(-(grid-R)**2/(2*width**2))
        half = np.exp(-0.5j * pot * dt)
        psi = half * np.fft.ifft(kinetic * np.fft.fft(half * psi))
    found = abs(np.sum(first * psi) * dx)**2
    q = 1 / v
    Vq = height * width * np.sqrt(2*pi) * np.exp(-(q*width)**2/2)
    assert abs(found / (Vq**2/v**2 * q**2/2*np.exp(-q**2/2)) - 1) < 0.02

# Stopping number from numerical matrix elements, speed 1 (x = 1/2)
node, weight = np.polynomial.hermite.hermgauss(80)
L_direct = 0.0
for k in range(1, 7):
    q, wq = gauss(k, 10, 60)
    amp = np.exp(1j*np.outer(q, node)) @ (weight*eval_hermite(k, node))
    prob = abs(amp)**2 / (pi * 2**k * factorial(k))
    L_direct += 2 * k * np.sum(wq * prob / q**3)
assert abs(L_direct / stopping_number(0.5) - 1) < 1e-3

# First level in real space: Coulomb pulse integrated over time and impact
v = 0.7
b, wb = gauss(0, 8, 60)
time = np.linspace(-150, 150, 6001)
R = np.sqrt(b[:, None]**2 + (v*time)**2)
slope = 2/np.sqrt(pi)*np.exp(-R**2)/R - erf(R)/R**2
phase = np.exp(1j*time) * (time[1] - time[0]) / np.sqrt(2)
side = np.sum(phase * slope * b[:, None] / R, axis=1)
along = np.sum(phase * slope * v * time / R, axis=1)
loss = np.sum(wb * 2*pi*b * (abs(side)**2 + abs(along)**2))
assert abs(loss / (4*pi/v**2 * 0.5*exp1(1/(2*v**2))) - 1) < 0.01

# Fast and slow limits
assert abs(stopping_number(0.002) - np.log(1/0.002)) < 0.02
v = speed(energies[0])
slow_limit = 4*pi*density*A**2/gap * np.exp(-gap/(2*m*v**2))
assert abs(insulator_stopping(v, gap, density)/slow_limit - 1) < 0.06


def local_exponent(function, v, h=1e-3):
    return np.log(function(v*(1+h))/function(v*(1-h))) / np.log((1+h)/(1-h))


v1 = speed(1000 * eV)
x1 = gap / (2*m*v1**2)
slope_ins = local_exponent(lambda s: insulator_stopping(s, gap, density), v1)
slope_met = local_exponent(metal_drag, v1)
assert abs(slope_ins / (-2 + 2*np.exp(-x1)/exp1(x1)) - 1) < 1e-3
assert slope_ins > 5 and abs(slope_met - 1) < 0.15


# Nuclear stopping from classical scattering in the universal potential
def nuclear(E, Z, mass_u):
    mt = mass_u * const.atomic_mass
    a = 0.8854 * const.value('Bohr radius') / (1 + Z**0.23)
    eps = a * mt * E / ((M + mt) * Z * A)

    def F(r, b):
        phi = (0.18175*np.exp(-3.1998*r) + 0.50986*np.exp(-0.94229*r)
               + 0.28022*np.exp(-0.4029*r) + 0.02817*np.exp(-0.20162*r))
        return 1 - phi/(r*eps) - (b/r)**2

    b, wb = gauss(0, 20, 100)
    lo, hi = np.full(100, 1e-6), np.full(100, 100.0)
    for _ in range(70):
        mid = (lo + hi) / 2
        outside = F(mid, b) > 0
        hi, lo = np.where(outside, mid, hi), np.where(outside, lo, mid)
    w, ww = gauss(0, 1, 80)
    f = F(hi[:, None]/(1 - w**2), b[:, None])
    theta = pi - 2*b/hi * np.sum(ww*2*w/np.sqrt(f), axis=1)
    transfer = 4*M*mt/(M + mt)**2 * E
    area = np.sum(wb * 2*b * np.sin(theta/2)**2)
    return pi * a**2 * transfer * area


def nuclear_fit(E, Z, mass_u):
    m1 = M / const.atomic_mass
    common = (m1 + mass_u) * (1 + Z**0.23)
    r = 32.53 * mass_u * E/(1000*eV) / (Z * common)
    s = np.log(1+1.1383*r)/(2*(r+0.01321*r**0.21226+0.19593*r**0.5))
    return 8.462e-15 * Z * m1 / common * s * eV * 1e-4


assert abs(nuclear(1000*eV, 9, 19.0)/nuclear_fit(1000*eV, 9, 19.0)-1) < 0.1
formula_density = 4 / cell**3
unit = eV / nm

print(f"Gap: {gap/eV:.1f} eV; cubic cell: {cell/nm:.2f} nm")
print(f"Active electron density: {density*nm**3:.1f} nm^-3")
print(f"Pair masses: {mass_e:.1f} and {mass_h:.1f} electron masses")
print(f"Free-pair threshold speed: {v_pair:.4e} m/s")
print(f"Free-pair threshold proton energy: {M*v_pair**2/2/eV/1000:.3f} keV")
print(f"Sampled pair-stopping ratio: {pair_ratio:.3f}; law: {pair_law:.3f}")
print(f"Fermi wave number: {kF*nm:.2f} nm^-1; speed: {vF:.3e} m/s")
print(f"Screening wave number: {np.sqrt(ks2)*nm:.2f} nm^-1")
print(f"Metal logarithmic factor: {log_factor:.4f}")
print(f"Metal friction coefficient: {friction:.3e} kg/s")
S5 = insulator_stopping(speed(energies[-1]), gap, density)
for E in energies:
    v = speed(E)
    S = insulator_stopping(v, gap, density)
    print(f"Proton {E/eV:.0f} eV: speed {v:.3e} m/s, "
          f"gap/(hbar v) {gap/(hbar*v)*nm:.2f} nm^-1")
    print(f"  x {gap/(2*m*v**2):.3f}; L {stopping_number(gap/(2*m*v**2)):.3e}")
    print(f"  S insulator {S/unit:.3e} eV/nm; "
          f"linear metal {friction*v/unit:.2f} eV/nm")
    print(f"  S / own linear extrapolation from 5 keV: "
          f"{S/(S5*v/speed(energies[-1])):.3e}")
print(f"Local speed exponent at 1 keV, insulator: {slope_ins:.2f}")
print(f"Local speed exponent at 1 keV, metal: {slope_met:.3f}")
print(f"Cosine crystal potential amplitude: {U:.2f} eV")
for N, v, strength in zip(orders, v_umklapp, umklapp):
    print(f"Umklapp order {N}: proton {M*v**2/2/eV:.1f} eV, "
          f"squared matrix element {strength:.3e}")
for E in energies[[0, 2, 4]]:
    print(f"Born parameter at {E/eV:.0f} eV: {A/(hbar*speed(E)):.2f}")
for E in energies[:3]:
    S_half = insulator_stopping(speed(E), gap/2, density)
    print(f"S with halved gap at {E/eV:.0f} eV: {S_half/unit:.3e} eV/nm")
eps_optical = 1.9
print(f"Rough optical dielectric constant: {eps_optical:.1f}")
print(f"S at 5 keV / its square: {S5/eps_optical**2/unit:.2f} eV/nm")
print(f"Recoil change of minimum q at 250 eV: "
      f"{100*(q_scan/q_simple-1):.2f} percent")
v5 = speed(energies[-1])
print(f"Metal drag / linear law at 5 keV: {metal_drag(v5)/(friction*v5):.3f}")
T = 300.0
thermal = -gap/(2*const.k*T)/np.log(10)
print(f"log10 thermal factor exp(-Eg/2kT) at {T:.0f} K: {thermal:.1f}")
for E in energies[[0, 2, 4]]:
    Sn = formula_density * (nuclear(E, 3, 6.94) + nuclear(E, 9, 19.0))
    print(f"Nuclear stopping at {E/eV:.0f} eV: {Sn/unit:.3f} eV/nm")
print("verified")
```

Output:

```
Gap: 14.0 eV; cubic cell: 0.40 nm
Active electron density: 375.0 nm^-3
Pair masses: 1.0 and 3.0 electron masses
Free-pair threshold speed: 1.1096e+06 m/s
Free-pair threshold proton energy: 6.427 keV
Sampled pair-stopping ratio: 4.473; law: 4.438
Fermi wave number: 22.31 nm^-1; speed: 2.583e+06 m/s
Screening wave number: 23.17 nm^-1
Metal logarithmic factor: 0.3809
Metal friction coefficient: 6.088e-15 kg/s
Proton 250 eV: speed 2.188e+05 m/s, gap/(hbar v) 97.19 nm^-1
  x 25.706; L 1.285e-13
  S insulator 4.611e-09 eV/nm; linear metal 8.32 eV/nm
  S / own linear extrapolation from 5 keV: 1.591e-10
Proton 500 eV: speed 3.095e+05 m/s, gap/(hbar v) 68.72 nm^-1
  x 12.853; L 9.493e-08
  S insulator 1.703e-03 eV/nm; linear metal 11.76 eV/nm
  S / own linear extrapolation from 5 keV: 4.156e-05
Proton 1000 eV: speed 4.377e+05 m/s, gap/(hbar v) 48.59 nm^-1
  x 6.427; L 1.106e-04
  S insulator 9.920e-01 eV/nm; linear metal 16.63 eV/nm
  S / own linear extrapolation from 5 keV: 1.711e-02
Proton 2000 eV: speed 6.190e+05 m/s, gap/(hbar v) 34.36 nm^-1
  x 3.213; L 4.984e-03
  S insulator 2.236e+01 eV/nm; linear metal 23.52 eV/nm
  S / own linear extrapolation from 5 keV: 2.727e-01
Proton 5000 eV: speed 9.787e+05 m/s, gap/(hbar v) 21.73 nm^-1
  x 1.285; L 7.224e-02
  S insulator 1.296e+02 eV/nm; linear metal 37.19 eV/nm
  S / own linear extrapolation from 5 keV: 1.000e+00
Local speed exponent at 1 keV, insulator: 12.63
Local speed exponent at 1 keV, metal: 0.980
Cosine crystal potential amplitude: 16.40 eV
Umklapp order 1: proton 9570.7 eV, squared matrix element 2.884e-01
Umklapp order 2: proton 2392.7 eV, squared matrix element 1.471e-01
Umklapp order 3: proton 1063.4 eV, squared matrix element 1.536e-02
Umklapp order 6: proton 265.9 eV, squared matrix element 6.557e-08
Born parameter at 250 eV: 10.00
Born parameter at 1000 eV: 5.00
Born parameter at 5000 eV: 2.24
S with halved gap at 250 eV: 3.406e-03 eV/nm
S with halved gap at 500 eV: 1.984e+00 eV/nm
S with halved gap at 1000 eV: 4.471e+01 eV/nm
Rough optical dielectric constant: 1.9
S at 5 keV / its square: 35.90 eV/nm
Recoil change of minimum q at 250 eV: 1.44 percent
Metal drag / linear law at 5 keV: 0.950
log10 thermal factor exp(-Eg/2kT) at 300 K: -117.6
Nuclear stopping at 250 eV: 5.894 eV/nm
Nuclear stopping at 1000 eV: 4.373 eV/nm
Nuclear stopping at 5000 eV: 2.095 eV/nm
verified
```
